# Why a 10 nm AFM tip barely enters an 8 nm trench: a program that tests the result

```python
# Result under test: a spherical tip (radius R) over a sharp-edged trench
# (width w < 2R, true depth d) reads the apparent depth
#     D = min(d, R - sqrt(R^2 - w^2/4)).
# Symbols: x = lateral apex position from trench centre, heights are measured
# from the flat top surface, alpha = half-angle of the conical shank,
# r = edge rounding radius, p = pixel pitch. Lengths in nm unless stated.
import numpy as np
import sympy as sp
from scipy.constants import nano, giga
from scipy.integrate import dblquad

R, w, d = 10.0, 8.0, 50.0
alpha = np.radians(20.0)
edge_radius, pixel, worn_R = 0.5, 0.5, 15.0
force, modulus = 1.0 * nano, 60.0 * giga      # N, Pa


def sag(u, radius):
    """Height of the sphere surface above its apex at lateral distance u."""
    return radius - np.sqrt(radius**2 - u**2)


def profile_formula(x, radius, width, depth):
    return -min(depth, sag(width / 2 - abs(x), radius))


def apex_by_lowering(x, radius, width, depth):
    """Lower a sphere until its centre is one radius from the solid blocks."""
    def distance_to_solid(zc):
        above = max(zc, 0.0)
        right = np.hypot(max(width / 2 - x, 0.0), above)
        left = np.hypot(max(x + width / 2, 0.0), above)
        floor = max(zc + depth, 0.0)
        return min(right, left, floor)
    low, high = -depth, 2 * radius
    for _ in range(80):
        mid = (low + high) / 2
        if distance_to_solid(mid) < radius:
            low = mid
        else:
            high = mid
    return high - radius


def full_tip(u, radius, half_angle):
    """Sphere joined smoothly to a conical shank."""
    u = np.abs(u)
    join = radius * np.cos(half_angle)
    sphere = radius - np.sqrt(np.maximum(radius**2 - u**2, 0.0))
    cone = radius * (1 - np.sin(half_angle)) + (u - join) / np.tan(half_angle)
    return np.where(u <= join, sphere, cone)


# Image profile, deep and shallow trenches, against the contact search
for depth in (0.5, 2.0, d):
    for x in np.linspace(-5.0, 5.0, 41):
        expected = profile_formula(x, R, w, depth) if abs(x) < w / 2 else 0.0
        assert abs(apex_by_lowering(x, R, w, depth) - expected) < 1e-9
D = sag(w / 2, R)
D_search = -apex_by_lowering(0.0, R, w, d)
assert abs(D - D_search) < 1e-9
assert round(D_search, 2) == 0.83

# Complete tip with shank over a sampled three-dimensional trench
gx = np.linspace(-15, 15, 301)
gy = np.linspace(-10, 10, 201)
X, Y = np.meshgrid(gx, gy, indexing="ij")
surface = np.where(np.abs(X) >= w / 2 - 1e-9, 0.0, -d)
for x in (0.0, 1.0, 2.5):
    z = np.max(surface - full_tip(np.hypot(X - x, Y), R, alpha))
    assert abs(z - profile_formula(x, R, w, d)) < 1e-9
D_pointed = -np.max(surface - full_tip(np.hypot(X, Y), 1e-7, alpha))
assert abs(D_pointed - (w / 2) / np.tan(alpha)) < 1e-5

# Expansion in the width, by symbolic algebra
ws, Rs = sp.symbols("w R", positive=True)
series = sp.series(Rs - sp.sqrt(Rs**2 - ws**2 / 4), ws, 0, 6).removeO()
assert sp.simplify(series - ws**2 / (8 * Rs) - ws**4 / (128 * Rs**3)) == 0
parabola = w**2 / (8 * R)
second_term = w**4 / (128 * R**3)

# Cusp slope from the contact search, and width recovered from the depth
h = 1e-4
slope_search = (apex_by_lowering(h, R, w, d) + D_search) / h
theta = np.arcsin(w / (2 * R))
assert abs(slope_search - np.tan(theta)) < 1e-3
w_back = 2 * np.sqrt(2 * R * D_search - D_search**2)
assert abs(w_back - w) < 1e-7
w_for_084 = 2 * np.sqrt(2 * R * 0.84 - 0.84**2)
assert abs(-apex_by_lowering(0.0, R, w_for_084, d) - 0.84) < 1e-9

# Rounded edges: sampled surface against the two-circle formula
def rounded_formula(r):
    return R + r - np.sqrt((R + r)**2 - (w / 2 + r)**2)


for r in (edge_radius, 1.0):
    xs = w / 2 + np.linspace(0, 12, 240001)
    inside = np.maximum(w / 2 + r - xs, 0.0)
    top = -r + np.sqrt(np.maximum(r**2 - inside**2, 0.0))
    sampled = -np.max(top - full_tip(xs, R, alpha))
    assert abs(sampled - rounded_formula(r)) < 1e-6

# Pixels straddling the cusp, and a worn tip
D_pixel = sag(w / 2 - pixel / 2, R)
positions = pixel / 2 + pixel * np.arange(-10, 10)
deepest = -min(apex_by_lowering(x, R, w, d) for x in positions)
assert abs(deepest - D_pixel) < 1e-9
D_worn = sag(w / 2, worn_R)
assert abs(D_worn + apex_by_lowering(0.0, worn_R, w, d)) < 1e-9
assert D_worn < D

# Elastic indentation: surface displacement under the pressure sqrt(1-rho^2)
# on a unit disc, with unit contact modulus (point-load kernel 1/(pi*distance))
def displacement(x):
    def reach(phi):
        return -x * np.cos(phi) + np.sqrt(1 - (x * np.sin(phi))**2)

    def pressure(s, phi):
        rho2 = x**2 + s**2 + 2 * x * s * np.cos(phi)
        return np.sqrt(max(1 - rho2, 0.0))
    value, _ = dblquad(pressure, 0, np.pi, 0, reach, epsabs=1e-7, epsrel=1e-7)
    return 2 * value / np.pi


u0, u_half, u_far = displacement(0.0), displacement(0.5), displacement(0.8)
sphere_radius = 0.5**2 / (2 * (u0 - u_half))
assert abs(u0 - 0.8**2 / (2 * sphere_radius) - u_far) < 1e-5
disc_force = 2 * np.pi / 3
prefactor = u0 / (disc_force**2 / sphere_radius)**(1 / 3)
assert 0.5 < prefactor < 2.0


def indentation(radius_nm):
    return (force**2 / (modulus**2 * radius_nm * nano))**(1 / 3) / nano


dent_flat, dent_edge = indentation(R), indentation(edge_radius)
assert dent_edge < D / 5

print(f"tip radius R = {R:.1f} nm")
print(f"trench width w = {w:.1f} nm")
print(f"true depth d = {d:.1f} nm")
print(f"shank half-angle = {np.degrees(alpha):.1f} degrees")
print(f"height of sphere centre at contact = {np.sqrt(R**2-w**2/4):.4f} nm")
print(f"apparent depth, formula = {D:.4f} nm")
print(f"apparent depth, contact search = {D_search:.4f} nm")
print(f"apparent depth / true depth = {100*D/d:.2f} percent")
print(f"parabolic estimate = {parabola:.4f} nm")
print(f"next term of expansion = {second_term:.4f} nm")
print(f"sum of the two terms = {parabola+second_term:.4f} nm")
print(f"width that would give 0.84 nm = {w_for_084:.3f} nm")
for x in (0.0, 1.0, 2.0, 3.0, 4.0):
    print(f"image height at x = {x:.0f} nm: "
          f"{apex_by_lowering(x, R, w, d)+0.0:.4f} nm")
print(f"contact angle theta = {np.degrees(theta):.2f} degrees")
print(f"slope beside the cusp = {np.tan(theta):.4f} (no unit)")
print(f"width recovered from depth = {w_back:.4f} nm")
print(f"sphere-cone join at lateral distance = {R*np.cos(alpha):.3f} nm")
print(f"depth read by pointed cone = {D_pointed:.2f} nm")
print(f"edge radius = {edge_radius:.1f} nm")
print(f"apparent depth, rounded edges = {rounded_formula(edge_radius):.4f} nm")
print(f"apparent depth, 1 nm edge radius = {rounded_formula(1.0):.4f} nm")
print(f"pixel pitch = {pixel:.1f} nm")
print(f"apparent depth, worst pixel position = {D_pixel:.4f} nm")
print(f"worn tip radius = {worn_R:.1f} nm")
print(f"apparent depth, worn tip = {D_worn:.4f} nm")
print(f"contact force = {force/nano:.1f} nN")
print(f"contact modulus = {modulus/giga:.0f} GPa")
print(f"indentation prefactor for a sphere = {prefactor:.3f} (no unit)")
print(f"indentation scale on the flat = {dent_flat:.3f} nm")
print(f"indentation scale at an edge = {dent_edge:.3f} nm")
print("all assertions hold")
```

It prints:

```
tip radius R = 10.0 nm
trench width w = 8.0 nm
true depth d = 50.0 nm
shank half-angle = 20.0 degrees
height of sphere centre at contact = 9.1652 nm
apparent depth, formula = 0.8348 nm
apparent depth, contact search = 0.8348 nm
apparent depth / true depth = 1.67 percent
parabolic estimate = 0.8000 nm
next term of expansion = 0.0320 nm
sum of the two terms = 0.8320 nm
width that would give 0.84 nm = 8.024 nm
image height at x = 0 nm: -0.8348 nm
image height at x = 1 nm: -0.4606 nm
image height at x = 2 nm: -0.2020 nm
image height at x = 3 nm: -0.0501 nm
image height at x = 4 nm: 0.0000 nm
contact angle theta = 23.58 degrees
slope beside the cusp = 0.4364 (no unit)
width recovered from depth = 8.0000 nm
sphere-cone join at lateral distance = 9.397 nm
depth read by pointed cone = 10.99 nm
edge radius = 0.5 nm
apparent depth, rounded edges = 1.0132 nm
apparent depth, 1 nm edge radius = 1.2020 nm
pixel pitch = 0.5 nm
apparent depth, worst pixel position = 0.7298 nm
worn tip radius = 15.0 nm
apparent depth, worn tip = 0.5432 nm
contact force = 1.0 nN
contact modulus = 60 GPa
indentation prefactor for a sphere = 0.825 (no unit)
indentation scale on the flat = 0.030 nm
indentation scale at an edge = 0.082 nm
all assertions hold
```
